# Nuclear stopping cross section from differences of adjacent phase shifts, part 2

An ion (mass $M_1$, speed $v$, energy $E=M_1v^2/2$, atomic number $Z_1$) strikes a free atom ($M_2$, $Z_2$) at rest. How much energy does the atom receive on average? The target has $N$ atoms per unit volume, met at random impact parameters. A collision transfers the energy $T$, and the stopping cross section $S$ is defined by

$$-\frac{dE}{dx}=NS,\qquad S=\int T\,d\sigma .\tag{2}$$

Energies are in eV, lengths in nm and masses in u; $e$ is the elementary charge and $\epsilon_0$ the vacuum permittivity.

The relative motion has reduced mass $\mu=M_1M_2/(M_1+M_2)$, wave number $k=\mu v/\hbar$ and energy $E_{\rm cm}=\mu v^2/2=EM_2/(M_1+M_2)$. For the potential $V(r)$ and angular momentum $l$, the radial function $u_l(r)/r$ obeys

$$u_l''+\left[k^2-U(r)-\frac{l(l+1)}{r^2}\right]u_l=0,\qquad U=\frac{2\mu V}{\hbar^2}.\tag{6}$$

Thus $U/k^2=V/E_{\rm cm}$. Far outside the potential, the phase shift $\delta_l$ is defined by

$$u_l\propto\sin\left(kr-\frac{l\pi}{2}+\delta_l\right).\tag{7}$$

Also $a_l=(e^{2i\delta_l}-1)/(2i)$. Scattering through the centre-of-mass angle $\theta$, with amplitude $f$, transfers $T=\gamma E\sin^2(\theta/2)$, where $\gamma=4M_1M_2/(M_1+M_2)^2$ and $\hbar^2k^2/M_2=\gamma E/2$. The transport cross section $\sigma_{\rm tr}$ enters through

$$S=\frac{\gamma E}{2}\,\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int(1-\cos\theta)|f(\theta)|^2d\Omega .\tag{5}$$

For elastic, non-relativistic scattering of distinguishable particles by a screened central potential, the earlier sections proved

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{l=0}^\infty(l+1)\sin^2(\delta_l-\delta_{l+1}),\tag{14}$$

$$\boxed{S=\frac{4\pi\hbar^2}{M_2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1})}\tag{1}$$

In the single-wave case of Section 1, only $\delta_0$ is non-zero.

Two earlier tests reappear in the final numerical output. One compared (1) with direct angular integration for fifteen arbitrary phases. The other compared (14) with the first-order (Born) result for the weak Gaussian potential $U=(g/a^2)e^{-r^2/a^2}$, where $g$ is the strength and $a$ the range.

### 8. Each difference is half a deflection angle

Implanted ions are heavy, and their wavelength is short compared with the distance over which the potential changes. The phase shift can then be found semiclassically.

In the radial equation put $r=e^x$ and $u=r^{1/2}\chi$. The first derivative drops out, leaving

$$\frac{d^2\chi}{dx^2}+\left[r^2(k^2-U)-\lambda^2\right]\chi=0,\qquad\lambda=l+\tfrac12 ,$$

because $l(l+1)+\tfrac14=(l+\tfrac12)^2$. The variable $x$ runs over the whole line, so the usual WKB solution applies. Beyond the turning point $r_0$ its phase is $\pi/4$ plus the integral of the square root of the bracket over $x$. Since $dx=dr/r$, the phase is

$$\frac\pi4+\int_{r_0}^{r}\sqrt{k^2-U-\frac{\lambda^2}{r'^2}}\,dr'.$$

For $U=0$ the turning point is $\lambda/k$, and the expression tends to $kr-\lambda\pi/2+\pi/4=kr-l\pi/2$, the correct free phase. Subtracting the free expression gives

$$\delta_l=\lim_{R\to\infty}\left[\int_{r_0}^{R}\sqrt{k^2-U-\frac{\lambda^2}{r^2}}\,dr-\int_{\lambda/k}^{R}\sqrt{k^2-\frac{\lambda^2}{r^2}}\,dr\right].\tag{15}$$

Treat $\lambda$ as continuous and differentiate. The moving lower limits contribute nothing, because each integrand vanishes there. In the free integral the substitution $s=\lambda/(kr)$ gives $\int_0^1ds/\sqrt{1-s^2}=\pi/2$. With $\lambda=kb$,

$$\frac{d\delta}{d\lambda}=\frac\pi2-\int_{r_0}^{\infty}\frac{b\,dr}{r^2\sqrt{1-V/E_{\rm cm}-b^2/r^2}} .\tag{16}$$

Compare this with a classical orbit of impact parameter $b$. Conservation of angular momentum gives $r^2\dot\varphi=vb$, and conservation of energy gives $\dot r=\pm v\sqrt{1-V/E_{\rm cm}-b^2/r^2}$. The polar angle swept between closest approach and infinity is therefore the integral in (16). The whole orbit sweeps twice that angle. An undeflected orbit sweeps $\pi$, so the deflection is $\theta_{\rm cl}=\pi-2\times(\text{integral})$. Hence

$$\frac{d\delta}{d\lambda}=\frac{\theta_{\rm cl}(b)}{2}.\tag{17}$$

The sign is consistent. For repulsion $\theta_{\rm cl}$ is positive, and $\delta_l$ rises from a negative value towards zero as $l$ grows.

The waves $l$ and $l+1$ have $\lambda=l+\frac12$ and $l+\frac32$, whose midpoint is $l+1$. A difference across one unit equals the derivative at the midpoint, up to terms with the third derivative of $\delta$. Thus

$$\delta_{l+1}-\delta_l\simeq\frac{\theta_{\rm cl}(b)}{2},\qquad b=\frac{l+1}{k}.\tag{18}$$

The weight $l+1$ is now $kb$, and the spacing of neighbouring impact parameters is $1/k$. When the terms vary slowly with $l$, the sum becomes an integral:

$$\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})\simeq k^2\int_0^\infty b\,\sin^2\frac{\theta_{\rm cl}}{2}\,db,$$

$$S\simeq\frac{4\pi\hbar^2k^2}{M_2}\int_0^\infty b\,\sin^2\frac{\theta_{\rm cl}}{2}\,db
=\gamma E\int_0^\infty2\pi b\,\sin^2\frac{\theta_{\rm cl}}{2}\,db .\tag{19}$$

This is the classical average of $T$ over rings of area $2\pi b\,db$. Planck's constant has disappeared. The replacement can fail when few partial waves contribute, as in the single-wave case of Section 1, or when $\delta_l$ changes irregularly from one $l$ to the next.

### 9. Two limiting cases

**Hard sphere.** For a sphere of radius $a$, specular reflection gives $b=a\cos(\theta_{\rm cl}/2)$, so $\sin^2(\theta_{\rm cl}/2)=1-b^2/a^2$. The classical transport cross section is

$$\sigma_{\rm tr}=4\pi\int_0^ab\left(1-\frac{b^2}{a^2}\right)db=4\pi\left(\frac{a^2}{2}-\frac{a^2}{4}\right)=\pi a^2 .$$

The quantum total cross section is $(4\pi/k^2)\sum(2l+1)\sin^2\delta_l$. For $l$ below $ka$ the phases vary rapidly and $\sin^2\delta_l$ averages to about $1/2$, which gives nearly $2\pi a^2$. At $ka=1000$ the partial-wave sums give $1.0003\,\pi a^2$ for transport and $2.0199\,\pi a^2$ for the total.

The surplus is the shadow. Write $a_l=\frac i2(1-e^{2i\delta_l})$. The constant $i/2$, the same for all waves that hit the sphere, builds the narrow forward wave that cancels the beam behind it. In $a_l-a_{l+1}$ this constant drops out, except near the edge $l\approx ka$. The shadow doubles the number of scattering events but contributes little to the energy loss.

**Bare Coulomb force.** Without screening, define $\eta=Z_1Z_2e^2/(4\pi\epsilon_0\hbar v)$. The wave keeps a phase that grows as $\ln r$, but this part is the same for every $l$ and cancels in differences. The remaining phase shift is $\delta_l=\arg\Gamma(l+1+i\eta)$. From $\Gamma(z+1)=z\Gamma(z)$,

$$\delta_{l+1}-\delta_l=\arg(l+1+i\eta)=\arctan\frac{\eta}{l+1},$$

$$(l+1)\sin^2(\delta_l-\delta_{l+1})=\frac{(l+1)\,\eta^2}{(l+1)^2+\eta^2}\to\frac{\eta^2}{l+1}.$$

The sum grows as $\eta^2\ln L$, so $S$ is infinite. Distant collisions each transfer little, but there are too many of them. For $\eta=1.3$, doubling the upper limit from $L=20000$ adds $1.1714$ to the sum, in agreement with $\eta^2\ln2=1.1714$. The electrons that screen the nuclei are needed for a finite answer.

### 10. Arsenic at 5 keV

Take a shallow arsenic implant: $Z_1=33$, $M_1=75$ u, $E=5000$ eV. The target has $Z_2=14$, $M_2=28$ u and $N=50$ atoms per nm³, rounded values for silicon. The interaction is the Ziegler–Biersack–Littmark (ZBL) universal potential,

$$V=\frac{Z_1Z_2e^2}{4\pi\epsilon_0r}\,\phi\!\left(\frac ra\right),\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}}=0.0115\ \text{nm},$$

$$\phi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}+0.28022e^{-0.4029x}+0.02817e^{-0.20162x},$$

where $a_0$ is the Bohr radius. This is a model for neutral atoms in general, not a calculation for this pair.

The kinematic quantities are

$$\mu=\frac{75\times28}{103}\ \text{u}=20.39\ \text{u},\qquad
E_{\rm cm}=5000\times\frac{28}{103}=1359\ \text{eV},$$

$$\gamma E=\frac{4\times75\times28}{103^2}\times5000=3959\ \text{eV}.$$

The ion speed is $1.134\times10^5$ m/s, and $k=\mu v/\hbar=3.641\times10^4$ nm⁻¹. In a head-on collision the nuclei approach to $0.0435$ nm. The product $ka$ is about 420, so the wavelength is short on the scale of the screening length.

The next table follows selected neighbouring pairs $(l,l+1)$. The third column comes from direct integration of the radial equation, and the fourth is $\sin^2(\theta_{\rm cl}/2)$ at $b=(l+1)/k$. The transfer $T$ is $\gamma E$ times the third column.

| $l$ | $b$ (nm) | radial equation | classical | $T$ (eV) |
|---:|---:|---:|---:|---:|
| 0 | 0.00003 | 0.999999 | 0.999999 | 3959 |
| 500 | 0.01376 | 0.821780 | 0.821780 | 3253 |
| 1500 | 0.04122 | 0.228319 | 0.228329 | 904 |
| 2500 | 0.06868 | 0.038695 | 0.038692 | 153 |
| 4000 | 0.10988 | 0.002518 | 0.002517 | 10.0 |
| 6000 | 0.16480 | 0.000091 | 0.000091 | 0.4 |

The largest difference between the two columns is $9.9\times10^{-6}$ in absolute terms. The WKB phases (15) agree with the classical column to all the digits shown. The small remainder is numerical. The radial solution in the table was joined to free waves at $0.40$ nm, where $V$ has not quite vanished, so the last one or two digits of the third column are not converged. With the joining point moved out to $0.75$ nm and a finer step, the rows $l=500$ to $4000$ agree with the classical column to about $10^{-7}$.

The full sum was evaluated with WKB phases up to $l=18205$ and equals $8.288\times10^5$. Therefore

$$S=(1.8761\times10^{-5}\ \text{eV nm}^2)\times(8.288\times10^5)=15.5\ \text{eV nm}^2=1.55\times10^{-13}\ \text{eV cm}^2,$$

$$NS=50\times15.55\approx777\ \text{eV/nm}.$$

The classical integral (19), computed separately, differs from this sum by a relative $6\times10^{-8}$. That number compares a semiclassical sum with a classical integral. The evidence that WKB phases may stand in for exact ones is the table. For this potential and energy, then, the quantum formula gives no practical correction to classical nuclear stopping.

Half of the sum is reached at $l=1133$, or $b=0.031$ nm, and 99% at $l=3868$, or $b=0.106$ nm. More than a thousand waves are needed even for half the energy loss, yet the impact parameters concerned are a fraction of an atomic spacing.

A published fitted formula gives the stopping cross section for the same potential directly. With $\varepsilon=4\pi\epsilon_0aE_{\rm cm}/(Z_1Z_2e^2)$ it reads

$$S_{\rm fit}=\frac{Z_1Z_2e^2a}{\epsilon_0}\,\frac{M_1}{M_1+M_2}\,
\frac{\ln(1+1.1383\,\varepsilon)}{2\left(\varepsilon+0.01321\,\varepsilon^{0.21226}+0.19593\,\varepsilon^{0.5}\right)} .$$

It gives $15.55$ eV nm² here, within 0.03% of the sum. This checks the evaluation, not the potential, which both share. Agreement this close at one energy does not show that the fit is equally accurate at others.

### 11. What the model leaves out

**Choice of potential.** Replace the ZBL potential by the Molière potential, with $\phi=0.35e^{-0.3x}+0.55e^{-1.2x}+0.10e^{-6x}$ and the Firsov length $0.8854a_0/(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}$. With everything else fixed, the classical integral rises to $18.5$ eV nm², or 19% more. With the Lindhard length $0.8854a_0/(Z_1^{2/3}+Z_2^{2/3})^{1/2}$ the same Molière function gives $21.2$ eV nm², while the Kr–C and Lenz–Jensen potentials give $16.2$ and $14.5$ eV nm². This is the largest effect sized here, and it limits the meaningful result to about $16$ eV nm², uncertain by a few eV nm².

**Electronic stopping.** The ion also loses energy to electrons. The Lindhard–Scharff estimate, with $v_0$ the Bohr velocity, is

$$S_e=\frac{8\pi e^2a_0}{4\pi\epsilon_0}\,\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v}{v_0}=1.3\ \text{eV nm}^2,$$

which is 8% of the nuclear part. It adds to the total loss.

**Neighbouring atoms.** Half the mean atomic spacing, $\frac12N^{-1/3}$, is $0.136$ nm. Around and beyond this distance the ion can feel several atoms at once, and the picture of separate two-body collisions is doubtful. Impact parameters above $0.136$ nm supply 0.2% of $S$.

**Binding of the target atom.** A collision at $b=0.11$ nm lasts about $b/v=1$ fs, while even the fastest lattice vibration in silicon takes more than 60 fs. The bonds therefore hardly alter the energy transferred, but they decide what becomes of it. For transfers below a rough displacement energy of 15 eV the atom stays in its site, and the energy goes into lattice vibrations. Such transfers supply 1.2% of $S$. Nearly all the calculated loss thus occurs in collisions violent enough to displace an atom, which is why an implant leaves damage for annealing to repair.

**Thermal motion.** At 300 K the root-mean-square classical speed of a free target atom is 0.5% of the ion speed. Only the component along the ion's path changes the relative speed to first order, typically by about 0.3%. The resulting change in $S$ was not calculated.

### 12. The calculation beside a real implant

Arsenic energies of a few keV are used for shallow doped layers in silicon, with depths of roughly ten nanometres. The length $E/(NS)=6.4$ nm is of that order, but it is not a predicted depth: $S$ changes as the ion slows, and the path bends. The inputs are typical of such an implant. The assumption most at risk in a crystalline wafer is that impact parameters are random. An ion steered along an open crystal direction avoids close collisions. If impact parameters below $b=0.031$ nm never occurred, while larger ones kept their random weight, its nuclear energy loss would fall to half the calculated value. If none below $0.106$ nm occurred, 1% would remain. At 5 keV the electronic estimate of Section 11 would then exceed the nuclear part, and the ion would travel much deeper. As the ion slows, down to a few hundred eV, distant nuclear collisions transfer more energy while electronic stopping falls. In this model the order reverses below about $0.9$ keV, or about $0.6$ keV if impact parameters above $0.136$ nm are left out, which is the last part of the path. The stopping power $NS$, about $800$ eV/nm at the accuracy of the model, therefore describes an amorphous target, or a crystal for as long as the ion is not steered in this way. The numerical output below gives the values with more digits.

## Calculated quantities

```
TESTS
angular integral vs phase sum, rel. error: 1.6e-14
Gaussian: strength g = 0.02, k*range = 2.0
Gaussian: waves vs Born, rel. error: 3.4e-05
hard sphere, ka = 1000: transport/(pi a^2) = 1.0003
hard sphere: total/(pi a^2) = 2.0199
Coulomb, eta = 1.3: sum gained from L=20000 to 2L: 1.1714
eta^2 ln 2 = 1.1714
EXAMPLE INPUT
Z1 = 33, M1 = 75 u; Z2 = 14, M2 = 28 u
ion energy E = 5000 eV; density = 50 nm^-3
INTERMEDIATE VALUES
reduced mass = 20.388 u
ion speed = 1.1342e+05 m/s
relative energy E_cm = 1359.2 eV
wave number k = 36412.9 nm^-1
largest transfer gamma*E = 3958.9 eV
ZBL screening length = 0.01151 nm
head-on turning point = 0.0435 nm
4 pi hbar^2/M2 = 1.8761e-05 eV nm^2
l, b (nm), sin^2: radial equation, WKB, classical; T (eV)
    0 0.00003 0.999999 0.999999 0.999999 3958.90
  500 0.01376 0.821780 0.821780 0.821780 3253.35
 1500 0.04122 0.228319 0.228329 0.228329 903.89
 2500 0.06868 0.038695 0.038692 0.038692 153.19
 4000 0.10988 0.002518 0.002517 0.002517 9.97
 6000 0.16480 0.000091 0.000091 0.000091 0.36
largest sin^2 error of WKB: 9.9e-06
largest sin^2 error of classical angle: 9.9e-06
RESULT
last l in sum = 18205; sum = 8.28771e+05
half of sum reached at l = 1133, b = 0.0311 nm
99% of sum reached at l = 3868, b = 0.1063 nm
S = 15.548 eV nm^2 = 1.555e-13 eV cm^2
classical S = 15.548 eV nm^2
(quantum sum)/(classical) - 1 = -6.1e-08
ZBL fitted formula S = 15.552 eV nm^2
nuclear stopping power = 777.4 eV/nm
length scale E/(N S) = 6.43 nm
NEGLECTED EFFECTS
electronic S (Lindhard-Scharff) = 1.272 eV nm^2
electronic/nuclear = 8.2 %
Moliere-Firsov S = 18.479 eV nm^2
change from ZBL = 18.9 %
half mean spacing = 0.1357 nm
share of S from larger b = 0.21 %
share of S from T < 15 eV = 1.16 %
target thermal/ion speed at 300 K = 0.46 %
```
